\section*{Depletion-Limited Charge of Adsorbed Ions on an n-Type Oxide Film}

\section{Problem}

An n-type oxide film occupies $0<x<t$, with its free surface at $x=0$. Molecules adsorbed on that surface, for example oxygen, have each captured one electron from the film. The negative surface charge repels the remaining electrons and bends the bands upward. The data are:
\begin{itemize}
\item donor density $N=10^{18}\,\mathrm{cm^{-3}}$, uniform, each donor carrying charge $+q$;
\item dielectric constant $\varepsilon_r=9$, so that $\varepsilon=\varepsilon_r\varepsilon_0$;
\item band bending $V=0.5$ V between the interior and the surface;
\item film thickness $t=40$ nm and temperature $T=300$ K.
\end{itemize}
Here $q>0$ is the elementary charge. There is no other surface charge, and no field enters the film from outside.

(a) Estimate by scaling the number $N_s$ of charged adsorbates per area. (b) Find $N_s$ in the depletion approximation, and then with mobile electrons included. (c) Explain in what sense this charge is a limit, and how sharp the limit is. (d) Find how the electron content of the film changes if light neutralises all the ions.

\section{First estimate by scaling}

Let the electrons be removed from a layer of thickness $W$. Neutrality of film and adsorbates together requires
\begin{equation}
N_s=NW .
\label{neutral}
\end{equation}
The surface charge $qN_s$ produces a field of order $qN_s/\varepsilon$, which acts over a distance of order $W=N_s/N$. Hence
\begin{equation}
V\sim\frac{qN_s}{\varepsilon}\,\frac{N_s}{N}
\quad\Longrightarrow\quad
N_s\sim\sqrt{\frac{\varepsilon NV}{q}} .
\label{scaling}
\end{equation}
In SI units $\varepsilon=9\times8.854\times10^{-12}=7.97\times10^{-11}$ F/m and $N=10^{24}\,\mathrm{m^{-3}}$, so
\begin{equation}
N_s\sim\sqrt{\frac{7.97\times10^{-11}\times10^{24}\times0.5}
{1.602\times10^{-19}}}\;\mathrm{m^{-2}}
=1.6\times10^{16}\,\mathrm{m^{-2}}
=1.6\times10^{12}\,\mathrm{cm^{-2}} .
\end{equation}
The corresponding depth is $W\sim16$ nm. The estimate fixes the dependence on $N$, $V$ and $\varepsilon$, but not the numerical factor.

\section{Solution}

\subsection{Depletion approximation}

Let $\psi(x)$ be the electrostatic potential and define the local bending
\begin{equation}
\phi(x)=\psi_{\rm interior}-\psi(x)\ge0,\qquad \phi(0)=V .
\end{equation}
An electron has energy $-q\psi$, so its band edge is raised by $q\phi$. Poisson's equation $\psi''=-\rho/\varepsilon$ becomes $\phi''=\rho/\varepsilon$, because $\phi$ contains $-\psi$.

In the depletion approximation $\rho=qN$ for $x<W$ and $\rho=0$ beyond. The interior is neutral and free of field, so $\phi(W)=\phi'(W)=0$. Integrating twice from $W$ towards the surface gives
\begin{equation}
\phi'(x)=-\frac{qN}{\varepsilon}(W-x),\qquad
\phi(x)=\frac{qN}{2\varepsilon}(W-x)^2 .
\label{profile}
\end{equation}
The electric field is $-\psi'=\phi'$. It is negative, so it points towards the negative ions, as it should. Setting $x=0$,
\begin{equation}
V=\frac{qNW^2}{2\varepsilon},\qquad
W=\sqrt{\frac{2\varepsilon V}{qN}} ,
\label{width}
\end{equation}
and Eq.~\eqref{neutral} then gives
\begin{equation}
N_s=NW=\sqrt{\frac{2\varepsilon NV}{q}} .
\label{depletion}
\end{equation}
For the given data,
\begin{equation}
N_s=\sqrt{\frac{2\times7.97\times10^{-11}\times10^{24}\times0.5}
{1.602\times10^{-19}}}\;\mathrm{m^{-2}}
=2.23\times10^{12}\,\mathrm{cm^{-2}} ,
\end{equation}
or $0.357\,\mathrm{\mu C/cm^2}$. The depletion width is $W=N_s/N=22.3$ nm, which fits inside the 40 nm film. From Eqs.~\eqref{profile} and \eqref{width}, the magnitude of the surface field is
\begin{equation}
\frac{qNW}{\varepsilon}=\frac{2V}{W}
=\frac{1.0\ \mathrm{V}}{22.3\ \mathrm{nm}}=0.45\ \mathrm{MV/cm}.
\end{equation}

\subsection{Mobile electrons at the depletion edge}

The edge at $W$ is not abrupt. For non-degenerate electrons in equilibrium, the electron density is $N e^{-\phi/v_T}$, where $v_T=k_BT/q=25.85$ mV. It equals $N$ in the neutral interior. Poisson's equation is now
\begin{equation}
\phi''=\frac{qN}{\varepsilon}\left(1-e^{-\phi/v_T}\right).
\label{pb}
\end{equation}
Multiply both sides by $\phi'$. The left side becomes $\tfrac12(\phi'^2)'$, and the right side is also a total derivative. Integration from the interior, where $\phi=\phi'=0$, to the surface gives
\begin{equation}
\frac{\phi'(0)^2}{2}=\frac{qN}{\varepsilon}
\int_0^V\left(1-e^{-s/v_T}\right)ds
=\frac{qN}{\varepsilon}
\left[V-v_T\left(1-e^{-V/v_T}\right)\right].
\end{equation}
With no field outside, Gauss's law at the surface reads $\varepsilon\phi'(0)=-qN_s$. Therefore $N_s^2=\varepsilon^2\phi'(0)^2/q^2$, or
\begin{equation}
N_s=\sqrt{\frac{2\varepsilon N}{q}
\left[V-v_T\left(1-e^{-V/v_T}\right)\right]} .
\label{thermal}
\end{equation}
Here $V/v_T\approx19$, so the exponential is negligible and
\begin{equation}
N_s=2.230\times10^{12}\sqrt{1-\frac{0.02585}{0.5}}\ \mathrm{cm^{-2}}
=2.17\times10^{12}\ \mathrm{cm^{-2}} .
\end{equation}
The reduction is 2.6\% of the depletion value. The bending is $(1/\varepsilon)\int x\rho\,dx$, taken over the space charge. For a given total charge, the smeared edge places part of that charge deeper than an abrupt edge would, which increases the bending. The prescribed bending is therefore reached with less charge. A numerical solution of Eq.~\eqref{pb} in the 40 nm film, with zero field at the back, also gives $2.17\times10^{12}\,\mathrm{cm^{-2}}$. At 150 K its shortfall from the depletion value is 0.497 times that at 300 K, in line with the leading correction, $v_T/(2V)$, which is proportional to temperature. The bending was held at 0.5 V in this comparison.

The opposite limit, $V\ll v_T$, has a different power law. Expanding the exponential to second order,
\begin{equation}
V-v_T\left(\frac{V}{v_T}-\frac{V^2}{2v_T^2}\right)
=\frac{V^2}{2v_T}
\quad\Longrightarrow\quad
N_s\simeq V\sqrt{\frac{\varepsilon N}{qv_T}}
=NL\,\frac{V}{v_T},\qquad
L=\sqrt{\frac{\varepsilon v_T}{qN}} .
\end{equation}
The charge is then linear in $V$: the electrons are only slightly displaced, over the Debye length $L=3.6$ nm. The square-root law belongs to bending much larger than $v_T$.

\subsection{A film thinner than the depletion width}

Equation~\eqref{thermal} needs a neutral interior. In the 40 nm film, $40-22.3=17.7$ nm remain beyond the depletion width, about five Debye lengths. If $t<W$, the donors run out first. Suppose that contacts hold the Fermi level and that $V$ is still measured from the neutral material. For $t=15$ nm the bending that develops inside the film is
\begin{equation}
\frac{qNt^2}{2\varepsilon}=V\left(\frac{t}{W}\right)^2
=0.5\left(\frac{15}{22.3}\right)^2\mathrm{V}=0.23\ \mathrm{V}.
\end{equation}
The remaining 0.27 V raises the bands at the back as well. This is more than ten times $v_T$, so the whole film is nearly empty, and the charge is $Nt=1.5\times10^{12}\,\mathrm{cm^{-2}}$. The numerical solution gives the same value.

\subsection{Why the charge is limited, and how sharply}

Equation~\eqref{depletion} relates charge to bending. It becomes a limit on adsorption because the bending grows as $N_s^2$ and lifts the adsorbate level towards the Fermi level, which makes further capture unfavourable.

To see this, take $S$ adsorbed species per area, each with one acceptor level a depth $D$ below the Fermi level when the bands are flat. Bending moves the level to $qV-D$ relative to the Fermi level. Without a spin factor, Fermi occupation gives
\begin{equation}
N_s=\frac{S}{1+e^{(qV-D)/k_BT}}
\quad\Longrightarrow\quad
V=\frac{D}{q}+v_T\ln\left(\frac{S}{N_s}-1\right).
\label{occupation}
\end{equation}
This must hold together with Eq.~\eqref{thermal}. For $D=0.40$ eV the common solutions are
\begin{center}
\begin{tabular}{ccc}
$S$ (cm$^{-2}$) & $V$ (V) & $N_s$ (cm$^{-2}$)\\
$10^{12}$ & 0.126 & $1.00\times10^{12}$\\
$10^{14}$ & 0.498 & $2.17\times10^{12}$\\
$10^{15}$ & 0.557 & $2.30\times10^{12}$
\end{tabular}
\end{center}
In the first row the level is still 0.27 eV below the Fermi level. Nearly every species is charged, and the supply sets the result. In the other rows the film sets it: the last tenfold increase in supply raises the charge by 6\%. For $S\gg N_s$ the logarithm in Eq.~\eqref{occupation} shows why. Ten times more species raise $V$ by nearly $v_T\ln10=60$ mV, and $N_s$ follows roughly as $\sqrt V$.

The limit is therefore soft. The bending is not fixed at $D/q$, where half the species would be charged. With $S=10^{14}\,\mathrm{cm^{-2}}$ it is about 0.1 V larger, and this case comes close to the bending given in the problem. If $S$ itself changes with gas pressure, an adsorption law for $S$ is needed as well.

For a surface with about $10^{15}$ sites per cm$^2$, the depletion charge occupies 0.22\% of them. Charged adsorption thus stops far short of a full layer, although neutral molecules may continue to adsorb.

\subsection{Neutralisation by light}

Integrating Eq.~\eqref{pb} through the film, with zero field at the back, shows that the number of missing electrons per area equals $N_s$. The sheet electron density in the dark is therefore
\begin{equation}
n_{\rm dark}=Nt-N_s=(4.00-2.17)\times10^{12}
=1.83\times10^{12}\ \mathrm{cm^{-2}} .
\end{equation}
Light that creates electron-hole pairs can remove the surface charge, since the field in Eq.~\eqref{profile} drives holes to the surface, where they can neutralise the ions. If all ions are neutralised and nothing else changes, the density returns to $Nt$:
\begin{equation}
\frac{n_{\rm light}}{n_{\rm dark}}=\frac{4.00}{1.83}=2.19 .
\end{equation}
At fixed mobility the sheet conductance rises by the same factor. In a transistor gated from the other face, a more negative gate voltage is then needed to empty the film, so the threshold moves in the negative direction. This is an end-point balance. It does not give the rate of the change, and it leaves out extra photocarriers that persist in the film. It also relies on every donor being ionised in the neutral interior, as the data state. This needs very shallow donors or an impurity band merged with the conduction band. An isolated hydrogenic donor with $\varepsilon_r=9$ and the effective mass of 0.34 electron masses used below is bound by $13.6\times0.34/81\ \mathrm{eV}=57$ meV and has a radius $a=1.4$ nm, so $N^{1/3}a=0.14$ is below the Mott value of about 0.26. With that binding energy and a spin factor of 2, only about 40\% of the interior donors are ionised at 300 K. The surface charge hardly changes ($2.15\times10^{12}\,\mathrm{cm^{-2}}$), but the sheet densities fall to $0.67$ and $1.6\times10^{12}\,\mathrm{cm^{-2}}$, a ratio of 2.4.

A gate bias leaves Eq.~\eqref{thermal} intact as long as a neutral layer several Debye lengths thick separates the gate's space charge from that of the free surface. When a negative gate bias makes the two depletion regions meet, they must be solved together.

\section{Comparison of estimate and solution}

The scaling result is smaller than Eq.~\eqref{depletion} by a factor $\sqrt2$: $1.6\times10^{12}$ against $2.2\times10^{12}\,\mathrm{cm^{-2}}$. The estimate let the full surface field act over the whole width. In fact the field falls linearly to zero, so its mean is half the surface value, and a given charge produces half the estimated bending. Since $V\propto N_s^2$, reaching the prescribed bending takes $\sqrt2$ times more charge.

The remaining corrections at $V=0.5$ V are smaller. At 400 K, Eq.~\eqref{thermal} gives $2.15\times10^{12}\,\mathrm{cm^{-2}}$. With an effective mass of 0.34 electron masses and all donors ionised, the interior Fermi level lies 40 meV below the band edge, and Fermi-Dirac statistics lower the 300 K charge by 0.1\%.

Subgap states act in the other direction. Let their density $g$ per volume and per eV be constant. Local bending $\phi$ empties those that lay within $q\phi$ below the Fermi level, adding positive charge of number density $g\phi$, with $\phi$ in volts. With a sharp Fermi step, the bracket in Eq.~\eqref{thermal}, multiplied by $N$, gains
\begin{equation}
\int_0^V g\phi\,d\phi=\frac{gV^2}{2}.
\end{equation}
For $g=10^{17}\,\mathrm{cm^{-3}\,eV^{-1}}$ this is $1.25\times10^{16}$, against $4.74\times10^{17}$ from the donors, in the same units. The charge rises by 1.3\%, to $2.20\times10^{12}\,\mathrm{cm^{-2}}$. A tenfold larger $g$ would raise it by about 12\%.

Two neglected effects are not small in every respect. First, the typical donor spacing $N^{-1/3}$ is 10 nm, so the depletion layer is only about two spacings deep, and a cube of side $W$ holds 11 donors. For random placement that number fluctuates by about $1/\sqrt{11}=30\%$. The formula describes an average over the surface, while the local barrier varies.

Second, electrons can tunnel through the barrier $U(x)=qV(1-x/W)^2$. In the WKB approximation an electron of effective mass $m$ (0.34 electron masses, as above) and energy $E$ above the interior band edge is transmitted with probability $e^{-A(E)}$, where
\begin{equation}
A(E)=\frac{2}{\hbar}\int_{U>E}\sqrt{2m\,[U(x)-E]}\;dx,
\qquad
A(0)=\frac{W\sqrt{2mqV}}{\hbar}=47 .
\end{equation}
Tunnelling at the foot of the barrier is negligible. Near the top the barrier is thin, and there are more electrons than at the top itself. Taking unit transmission above the barrier and weighting with the Boltzmann factor, the total flow relative to the flow over the top is
\begin{equation}
1+\int_0^{qV}\frac{dE}{k_BT}\,
\exp\left[\frac{qV-E}{k_BT}-A(E)\right]\approx15 .
\end{equation}
This is a rough size, since WKB is poor near the top, where much of the flow passes. The factor counts electrons that reach the surface and assumes that the surface accepts them at any energy; the tunnelling flow peaks about 0.08 eV below the top of the barrier. It does not describe direct tunnelling into the single level of Eq.~\eqref{occupation}, which for $D=0.40$ eV lies only about 0.06 eV above the interior band edge, where $A\approx34$. Tunnelling does not alter the equilibrium charge at given $V$, which follows from electrostatics.

At lower donor density the assumption of a neutral interior fails. With $N=10^{17}\,\mathrm{cm^{-3}}$ and the other data unchanged, Eq.~\eqref{width} gives $W=22.3\sqrt{10}=71$ nm, more than the film thickness. The charge is then capped near $Nt=4\times10^{11}\,\mathrm{cm^{-2}}$, about a fifth of the value found here, and not at the $7\times10^{11}\,\mathrm{cm^{-2}}$ that Eq.~\eqref{depletion} would suggest. The values for the main example are listed in the numerical output.

\section*{Computed results}
\begin{verbatim}
Donor density: 1.00e+18 cm^-3
Dielectric constant: 9.0
Band bending: 0.50 V
Film thickness: 40.0 nm
Temperature: 300 K
Effective mass / electron mass: 0.34
Depletion width: 22.30 nm
Depletion width from sheet sum: 22.30 nm
Adsorbed charge number, depletion: 2.230e+12 cm^-2
Adsorbed charge, depletion: 0.357 uC/cm2
Surface field, depletion: 0.448 MV/cm
Surface site density: 1.0e+15 cm^-2
Charged fraction of sites: 0.223 %
Thermal voltage: 25.85 mV
Debye length: 3.59 nm
Charge number, thermal formula: 2.172e+12 cm^-2
Charge number, Poisson solution: 2.172e+12 cm^-2
Thermal change from depletion: -2.62 %
Shortfall at 150 K / at 300 K: 0.497
Charge number at 400 K: 2.152e+12 cm^-2
Sheet electrons, no ions: 4.000e+12 cm^-2
Sheet electrons, with ions: 1.828e+12 cm^-2
Electron ratio after neutralisation: 2.188
Thin film thickness: 15.0 nm
Thin film charge number: 1.500e+12 cm^-2
Adsorbate level depth: 0.40 eV
Adsorbed species supplied: 1.0e+12 cm^-2
  resulting bending: 0.126 V
  resulting charge number: 1.000e+12 cm^-2
Adsorbed species supplied: 1.0e+14 cm^-2
  resulting bending: 0.498 V
  resulting charge number: 2.168e+12 cm^-2
Adsorbed species supplied: 1.0e+15 cm^-2
  resulting bending: 0.557 V
  resulting charge number: 2.299e+12 cm^-2
Charge rise for last tenfold supply: 6.01 %
Band density of states: 4.97e+18 cm^-3
Bulk Fermi level minus band edge: -39.6 meV
Charge number, Fermi-Dirac: 2.170e+12 cm^-2
Fermi-Dirac change from Boltzmann: -0.097 %
Subgap density: 1.0e+17 cm^-3 eV^-1
Charge number with subgap states: 2.200e+12 cm^-2
Subgap change from Boltzmann: 1.31 %
Mean donor spacing: 10.0 nm
Donors in a cube of side W: 11.1
One-ion potential at that spacing: 16.0 mV
Tunnelling energy E00: 10.61 meV
WKB exponent at barrier foot: 47.1
Total flow / flow over barrier: 15.44
\end{verbatim}
